# False low-frequency divergence of velocity-gauge response in a truncated band basis, part 2

If an insulator's Hamiltonian and momentum are projected on the lowest $N$ bands at each fixed $k$ while the diamagnetic term keeps the full density $n$, the velocity-gauge susceptibility diverges falsely at low frequency. The question now is whether numbers can be put on this.

Units are Hartree atomic, for independent spinless electrons of charge $-1$ in one dimension with Hamiltonian $\hat p^2/2+V(x)$ and $V$ of period $a$. The lowest $N_v$ bands (index $v$) are filled, the others (index $c$) empty, and $n=N_v/a$. Bands have energies $\varepsilon_m(k)$ and periodic parts $u_{mk}$, with $\omega_{mn}=\varepsilon_m-\varepsilon_n$, $p_{mn}(k)=\langle u_{mk}|\hat p+k|u_{nk}\rangle$ and the interband dipole $r_{cv}=-ip_{cv}/\omega_{cv}$.

A uniform field enters as $H(k,A)=H(k+A)$, with $E=-dA/dt$. At $z=\omega+i\eta$ the current is $j=-K(z)A$, the conductivity $\sigma=iK/z$ and the susceptibility $\chi=-K/z^2$. With all bands,

$$K(z)=K(0)-z^2\chi_L(z),\qquad K(0)=n-\int\frac{dk}{2\pi}\sum_{v,c}\frac{2|p_{cv}|^2}{\omega_{cv}},\qquad \chi_L(z)=\int\frac{dk}{2\pi}\sum_{v,c}\frac{2|p_{cv}|^2}{\omega_{cv}(\omega_{cv}^2-z^2)}.$$

Here $\chi_L$ is the length-gauge result. The f-sum rule

$$\varepsilon_v''(k)=1-\sum_{m\neq v}\frac{2|p_{mv}|^2}{\omega_{mv}}$$

makes $K(0)=\int\frac{dk}{2\pi}\sum_v\varepsilon_v''(k)=0$ over the full zone.

With only $c\le N$, $\chi_L$ becomes $\chi_N$, the sum in $K(0)$ becomes $n_{\rm eff}(N)$, and $K_N(0)=n-n_{\rm eff}(N)=\delta n_N$, so that

$$\sigma_N(\omega)=\frac{i\,\delta n_N}{\omega}-i\omega\,\chi_N(\omega),\qquad \delta n_N=\int\frac{dk}{2\pi}\sum_{v}\sum_{c>N}\frac{2|p_{cv}|^2}{\omega_{cv}}\;\ge 0 .$$

The velocity-gauge susceptibility is $\chi_N^{VG}=\chi_N-\delta n_N/\omega^2$. Its zero is estimated by $\omega^*=\sqrt{\delta n_N/\chi_N(0)}$; the true zero lies lower when $\omega^*$ is below the gap. For $\omega$ below the gap, the ratio of velocity-gauge to length-gauge error is at least $(\omega_{\rm tail}/\omega)^2$, with $\omega_{\rm tail}$ the lowest dropped transition energy.

For static $A$, the exact ground-state energy per length obeys $\mathcal E(A)=\mathcal E(0)$, by a shift of variable in the zone integral. The truncated matrix $H_N(k,A)$, with elements $(\varepsilon_m+A^2/2)\delta_{mn}+Ap_{mn}$, gives instead $\mathcal E_N(A)$ with $\mathcal E_N''(0)=\delta n_N$.

**A.** Take $V(x)=-V_0\cos Gx$ with $G=2\pi/a$ and the chosen inputs $a=5.5$ bohr, $V_0=0.2$ Ha, $N_v=1$. Then $G=1.14240$ bohr$^{-1}$ and $n=0.181818$ bohr$^{-1}$. The bands were computed numerically by diagonalization in 17 plane waves on 4000 $k$ points. The substitution $Gx=2s$ turns the problem into Mathieu's equation with characteristic value $8\varepsilon/G^2$ and parameter of size $4V_0/G^2=0.61299$, and the band edges agree with the Mathieu values. Band 1 runs from $-0.02949$ to $0.05604$ Ha, and the gap, at the zone edge, is $0.19883$ Ha $=5.411$ eV.

At $k=0.3$ bohr$^{-1}$ the sum-rule formula and a finite difference of the band energy both give $\varepsilon_1''=0.458804$ (and $1.503257$ for band 2). The paramagnetic sum for band 1 is therefore $1-0.458804=0.541196$, far from 1, so at this $k$ it cancels only part of the diamagnetic term and $\varepsilon_1''$ is left over. With $|p_{21}|=0.31106$ and $\omega_{21}=0.37112$ Ha, band 2 supplies $2(0.31106)^2/0.37112=0.5214$ and the higher bands the remaining $0.0198$. The dipole $0.31106/0.37112=0.83817$ bohr matches a finite difference of $u_{1k}$. After the zone integral with all bands, $n_{\rm eff}=0.18181818$ bohr$^{-1}=n$; with two filled bands both are $0.36363636$ bohr$^{-1}$.

The exact static susceptibility is $\chi(0)=3.10668$ bohr$^2$. It was checked without any gauge field, on a ring of $M$ cells and length $L=Ma$ in a weak potential $\lambda\cos qx$ with $q=2\pi/L$. The potential couples $k$ to $k\pm q$ with amplitude $(\lambda/2)\langle u_{c,k\pm q}|u_{vk}\rangle$, whose size is $(\lambda/2)q|r_{cv}|$ to first order in $q$, and the couplings among filled states cancel in the total energy. The two directions give $\delta E=-\sum_{k,v,c}2(\lambda^2q^2/4)|r_{cv}|^2/\omega_{cv}=-\lambda^2q^2L\chi(0)/4$. Diagonalization gives $3.09007$ for $M=40$ and $3.10251$ for $M=80$. The leading correction is of order $q^2$ and is removed by $(4\times3.10251-3.09007)/3=3.10666$ bohr$^2$.

At $\omega=0.057$ Ha ($1.551$ eV, 799 nm) the exact value is $\chi=3.32637$ bohr$^2$. The truncated results, with susceptibilities in bohr$^2$, are:

| $N$ | $\delta n_N/n$ | $\chi_N$ | $\chi_N^{VG}$ | $\omega^*$ (eV) |
|---|---|---|---|---|
| 1 | $1$ | $0$ | $-55.961$ | none |
| 2 | $2.245\times10^{-2}$ | $3.32128$ | $2.06471$ | $0.987$ |
| 3 | $6.07\times10^{-4}$ | $3.32633$ | $3.29238$ | $0.162$ |
| 4 | $3.32\times10^{-6}$ | $3.32637$ | $3.32619$ | $0.012$ |

For $N=2$, $\delta n_2=4.0826\times10^{-3}$ bohr$^{-1}$, so $\delta n_2/\omega^2=4.0826\times10^{-3}/0.057^2=1.2566$ and $\chi_2^{VG}=3.32128-1.2566=2.0647$ bohr$^2$. Relative to the exact $\chi(\omega)=3.32637$ bohr$^2$, a deficit of 2.2% of $n$ in the sum rule produces an error of $-37.9\%$, while the length gauge with the same two bands is off by $-0.153\%$. The ratio is $247.6$, above the bound $(0.7064/0.057)^2=153.6$. With $\chi_2(0)=3.10161$ bohr$^2$, $\omega^*=\sqrt{4.0826\times10^{-3}/3.10161}=0.03628$ Ha, and the exact zero is at $0.03581$ Ha, slightly lower as argued. For $N=3$ the relative errors are $-1.02\times10^{-2}$ and $-1.37\times10^{-5}$ (ratio $747.7$, bound $617.7$), and for $N=4$ they are $-5.6\times10^{-5}$ and $-2.1\times10^{-8}$ (ratio $2655$, bound $2148$). Adding bands pushes $\omega^*$ down but leaves the divergence below it. For each $N$, the curvature $\mathcal E_N''(0)$ from diagonalizing $H_N(k,A)$ at small static $A$ reproduces $\delta n_N$ on the same mesh to five digits. On a finer mesh $\delta n_4$ moves by about one part in $10^4$, which is below the digits shown in the table.

The rate at which $\delta n_N$ falls here should not be taken as general. The cosine couples only plane waves that differ by $G$, and $\hat p+k$ is diagonal in plane waves. In perturbation theory, away from degeneracies, a band built on $k+mG$ therefore has $p_{c1}$ of order $V_0^{|m|}$ and contributes at order $V_0^{2|m|}$, with two bands for each $|m|$. A potential with a Fourier component at $mG$ connects these states already at first order.

**Q.** Our collaborators also propagate in time. How does the fault appear there?

**A.** As a current that never dies. Take $A=A_0\theta(t)$, which is a field kick $E=-A_0\delta(t)$. The equation $i\dot c_c=\omega_{cv}c_c+A_0p_{cv}$ with $c_c(0)=0$ has the solution $c_c=-(A_0p_{cv}/\omega_{cv})(1-e^{-i\omega_{cv}t})$, so the momentum changes by $-A_0(2|p_{cv}|^2/\omega_{cv})(1-\cos\omega_{cv}t)$ and

$$j(t)=-A_0\left[\delta n_N+\int\frac{dk}{2\pi}\sum_{v,c\le N}\frac{2|p_{cv}|^2}{\omega_{cv}}\cos\omega_{cv}t\right].$$

At $t=0^+$ the bracket is $\delta n_N+n_{\rm eff}=n$: all electrons take the kick freely. Later the cosines dephase over the zone, and $-\delta n_NA_0$ remains as the long-time mean. The dephasing is slow: the stationary points of $\omega_{cv}(k)$ leave oscillations that decay only like $t^{-1/2}$, so the offset is read from a time average. The transform of the field is $-A_0$, so $\sigma(z)=-A_0^{-1}\int_0^\infty j\,e^{izt}dt$. The integrals $\int_0^\infty e^{izt}dt=i/z$ and $\int_0^\infty e^{izt}\cos wt\,dt=-iz/(w^2-z^2)$ return $i\delta n_N/z-iz\chi_N(z)$.

This was tested without perturbation theory, by exact evolution under $H_N(k,A_0)$ with $A_0=10^{-4}$ on 200 $k$ points and a numerical Fourier integral up to $t=1500$ in steps of $0.1$. Both $N=2$ and $N=3$ give $-j(0^+)/A_0=0.181818$. The long-time mean is $4.0826\times10^{-3}$ for $N=2$, equal to $\delta n_2$. At $z=0.02i$ Ha both roads give $\sigma=0.26566$, of which $\delta n_2/\eta=4.0826\times10^{-3}/0.02=0.20413$ is false and $0.0615$ is $\eta\chi_2(i\eta)$. At $z=0.057+0.02i$ both give $0.09731-0.12016i$ for $N=2$ and $0.07563-0.18251i$ for $N=3$; at $z=0.01+0.02i$ and $N=2$ the real parts are $0.22521$ and $0.22520$.

For $N=3$ the mean current is $1.0964\times10^{-4}$ against $\delta n_3=1.0963\times10^{-4}$ on this mesh, but the fine mesh gave $1.1030\times10^{-4}$. The identity holds on either mesh, while $\delta n_3$ itself converges slowly in $k$. At the zone edge bands 3 and 4 come from the plane waves $\pm3G/2$, which the cosine connects only in three steps, through $\pm G/2$, each lying $G^2$ lower in energy. The effective coupling is about $(V_0/2)^3/G^4$ and the gap twice that, about $1.2\times10^{-3}$ Ha. The two unperturbed energies separate as $3G\,\delta k$, so the bands exchange character within $\delta k\approx3\times10^{-4}$ bohr$^{-1}$. The dropped weight varies on that scale, while 200 points have the spacing $G/200\approx6\times10^{-3}$ bohr$^{-1}$.

**Q.** If we keep every band, are we safe?

**A.** Not yet, because the argument also used the zone integral and the same $z$ everywhere.

On a mesh $k_j=k_0+2\pi j/(Ma)$ the residue is the mesh mean of $\varepsilon''/a$. Expand the band as $\varepsilon(k)=\sum_R t_Re^{ikRa}$. The mean of $e^{ik_jRa}$ over $j$ vanishes unless $R=lM$ with integer $l$, so

$$K(0)=-\frac1a\sum_{l\ne0}(lMa)^2\,t_{lM}\,e^{ik_0lMa}.$$

The gap makes $\varepsilon$ analytic near the real axis, so $t_R$ and the residue fall exponentially with $M$; this is Kohn's criterion for an insulator on a finite ring. Shifting the mesh by half a spacing multiplies term $l$ by $(-1)^l$, so either sign can occur. On meshes that contain both the zone centre and the zone edge, where band 1 curves strongly downward, the computed $K(0)/n$ is $-0.126$, $-3.74\times10^{-3}$ and $-2.65\times10^{-6}$ for $M=4$, $8$ and $16$, in agreement with the curvature of the mesh energy in $A$. At $M=8$ the residue, $-6.8\times10^{-4}$ bohr$^{-1}$, is larger in size than $\delta n_3$. A smaller gap needs a denser mesh.

The second trap is a linewidth placed only in the denominators, $\sigma=iK(\omega+i\eta)/\omega$. With all bands $K(z)=-z^2\chi_L(z)$, so at $\omega\to0$

$$K(i\eta)=\eta^2\chi_L(i\eta)=\int\frac{dk}{2\pi}\sum_{v,c}\frac{2|p_{cv}|^2}{\omega_{cv}}\,\frac{\eta^2}{\omega_{cv}^2+\eta^2}>0,$$

and the $1/\omega$ pole is back. For $\eta=0.02$ Ha this is $1.2327\times10^{-3}$ bohr$^{-1}$, or $0.68\%$ of $n$, about eleven times $\delta n_3$. Using $z$ in the prefactor too gives $\sigma=-iz\chi_L(z)$, which is finite.

**Q.** What should we ask them to change?

**A.** For linear response of an insulator, replace $n$ in the diamagnetic term by $n_{\rm eff}(N)$, evaluated with the same bands and the same mesh. Then $K_N(0)=0$ by construction and $\sigma=-iz\chi_N$, the $N$-band length-gauge result. This must not be done in a metal, where it would delete the true Drude weight.

The replacement repairs only the $A^2$ term of $\mathcal E_N(A)$. At $A=0.2$ the quadratic term is $\delta n_N\times0.02$. For $N=1$ it is exact, $0.181818\times0.02=3.6364\times10^{-3}$ Ha/bohr, because $H_1=\varepsilon_1+A\varepsilon_1'+A^2/2$ has no higher terms. For $N=2$ it gives $8.17\times10^{-5}$ against the computed $8.88\times10^{-5}$, and for $N=3$ it gives $2.21\times10^{-6}$ against $5.27\times10^{-6}$. For $N=3$ more than half of the false energy at this $A$ comes from higher orders, which feed false terms into the nonlinear response and survive the correction. Since $A\sim E/\omega$, they too grow at low frequency.

A cure to all orders lets the basis follow the field. If $h(k)$ is a smooth periodic $N\times N$ matrix, as in a tight-binding or Wannier model, and the field enters by the Peierls substitution $h(k+A)$, then $\mathcal E(A)=\mathcal E(0)$ by the same shift of variable. The perturbation is $Ah'+A^2h''/2$, so the diamagnetic coefficient is $\int\frac{dk}{2\pi}\sum_v\langle v|h''|v\rangle$ instead of $n$, second-order perturbation theory gives $K(0)=\int\frac{dk}{2\pi}\sum_v\varepsilon_v''=0$ within the model, and no divergence arises however small $N$ is. The finite-frequency strengths are then only as good as the model's velocity matrix $h'$, which omits the position matrix elements of the localized orbitals within the cell: the dipoles between orbitals and, because $h(k)$ is taken periodic, also the orbital centres, which belong on the diagonal of the matrix $D$ below. If a constant dipole matrix $D$ is added, it must enter as $e^{-iAD}h(k+A)e^{iAD}$, which changes the velocity and the diamagnetic term together and, being unitary, keeps $\mathcal E(A)=\mathcal E(0)$; adding it to the velocity alone breaks the cancellation again. The same reasoning applies to a nonlocal potential: the diamagnetic coefficient is the filled-band average of $\partial_k^2H(k)$, and setting it to $n$ breaks the cancellation even in a complete basis.

## Numbers as computed

```
inputs: a = 5.5 bohr, V0 = 0.2 Ha, plane waves = 17, Nk = 4000
G = 1.14240 1/bohr, n = 0.181818 1/bohr
omega = 0.057 Ha = 1.551 eV = 799 nm, eta = 0.02 Ha
Mathieu q = 0.61299; band 1 from -0.02949 to 0.05604 Ha
gap = 0.19883 Ha = 5.411 eV
k = 0.3 1/bohr, band 1: eps'' sum = 0.458804, finite diff = 0.458804 (1/m_e)
k = 0.3 1/bohr, band 2: eps'' sum = 1.503257, finite diff = 1.503257 (1/m_e)
k = 0.3 1/bohr: |p_21| = 0.31106 a.u., w_21 = 0.37112 Ha, |r_21| = 0.83817 bohr
all bands, Nv = 1: n_eff = 0.18181818, n = 0.18181818 1/bohr
all bands, Nv = 2: n_eff = 0.36363636, n = 0.36363636 1/bohr
all bands: chi(0) = 3.10668, chi(omega) = 3.32637 bohr^2
ring chi: M=40 3.09007, M=80 3.10251, q->0 3.10666 bohr^2
N=1: dn = 1.8182e-01, E_N'' = 1.8182e-01 1/bohr, dn/n = 1.0000e+00
N=1: E_N(A=0.2) - E(0) = 3.6364e-03 Ha/bohr, dn/omega^2 = 5.5961e+01 bohr^2
N=1: chi_N(0) = 0.00000, chi_N(omega) = 0.00000, chi_VG(omega) = -55.96127 bohr^2
N=1: rel. error length -1.000e+00, velocity -1.782e+01, ratio 17.82
N=1: w_min,tail = 0.1988 Ha, bound on ratio = 12.17
N=2: dn = 4.0826e-03, E_N'' = 4.0826e-03 1/bohr, dn/n = 2.2454e-02
N=2: E_N(A=0.2) - E(0) = 8.8836e-05 Ha/bohr, dn/omega^2 = 1.2566e+00 bohr^2
N=2: chi_N(0) = 3.10161, chi_N(omega) = 3.32128, chi_VG(omega) = 2.06471 bohr^2
N=2: rel. error length -1.532e-03, velocity -3.793e-01, ratio 247.6
N=2: w_min,tail = 0.7064 Ha, bound on ratio = 153.6
N=2: w* = 0.03628 Ha = 0.9872 eV, zero of chi_VG = 0.03581 Ha
N=3: dn = 1.1030e-04, E_N'' = 1.1030e-04 1/bohr, dn/n = 6.0666e-04
N=3: E_N(A=0.2) - E(0) = 5.2735e-06 Ha/bohr, dn/omega^2 = 3.3950e-02 bohr^2
N=3: chi_N(0) = 3.10664, chi_N(omega) = 3.32633, chi_VG(omega) = 3.29238 bohr^2
N=3: rel. error length -1.367e-05, velocity -1.022e-02, ratio 747.7
N=3: w_min,tail = 1.4166 Ha, bound on ratio = 617.7
N=3: w* = 0.00596 Ha = 0.1621 eV, zero of chi_VG = 0.00596 Ha
N=4: dn = 6.0338e-07, E_N'' = 6.0338e-07 1/bohr, dn/n = 3.3186e-06
N=4: E_N(A=0.2) - E(0) = 2.7517e-08 Ha/bohr, dn/omega^2 = 1.8571e-04 bohr^2
N=4: chi_N(0) = 3.10668, chi_N(omega) = 3.32637, chi_VG(omega) = 3.32619 bohr^2
N=4: rel. error length -2.104e-08, velocity -5.585e-05, ratio 2655
N=4: w_min,tail = 2.6420 Ha, bound on ratio = 2148
N=4: w* = 0.00044 Ha = 0.0120 eV, zero of chi_VG = 0.00044 Ha
time domain: A0 = 0.0001 a.u., Nk = 200, T = 1500 a.u., dt = 0.1 a.u.
N=2: -j(0+)/A0 = 0.181818, -mean j/A0 = 4.0826e-03, dn = 4.0826e-03 1/bohr
N=2, z = 0.000+0.020j Ha: sigma time 0.26566+0.00000j, formula 0.26566+0.00000j a.u.
N=2, z = 0.010+0.020j Ha: sigma time 0.22521+0.05132j, formula 0.22520+0.05132j a.u.
N=2, z = 0.057+0.020j Ha: sigma time 0.09731-0.12016j, formula 0.09731-0.12016j a.u.
N=3: -j(0+)/A0 = 0.181818, -mean j/A0 = 1.0964e-04, dn = 1.0963e-04 1/bohr
N=3, z = 0.000+0.020j Ha: sigma time 0.06712+0.00000j, formula 0.06712+0.00000j a.u.
N=3, z = 0.010+0.020j Ha: sigma time 0.06639-0.02819j, formula 0.06639-0.02819j a.u.
N=3, z = 0.057+0.020j Ha: sigma time 0.07563-0.18251j, formula 0.07563-0.18251j a.u.
all bands, Nk = 4: K(0) = -2.2852e-02, E''(A) = -2.2852e-02 1/bohr, K(0)/n = -1.257e-01
all bands, Nk = 8: K(0) = -6.8061e-04, E''(A) = -6.8061e-04 1/bohr, K(0)/n = -3.743e-03
all bands, Nk = 16: K(0) = -4.8163e-07, E''(A) = -4.8162e-07 1/bohr, K(0)/n = -2.649e-06
all bands, eta = 0.02 Ha in denominators only: K = 1.2327e-03 1/bohr, K/n = 6.7799e-03
```
